\section*{Length and energy of an Ising ferroelectric domain wall}

\section*{Question}

I am stuck on an exercise about a 180$^\circ$ domain wall in a uniaxial ferroelectric. The free-energy density is
\begin{equation}
f=\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{dP}{dx}\right)^2 ,
\label{eq:f}
\end{equation}
and the data, all in SI units, are $g=1\times10^{-10}$, $a=-4\times10^{8}$ and a bulk polarization $P_0=0.7\ \mathrm{C/m^2}$. I have to find the length in the tanh profile and the wall energy per unit area.

I had formulas in my notes for a density that starts with $aP^2+bP^4$ and has the same gradient term as above. They gave me 0.50 nm and 131 mJ/m$^2$. I now suspect that they do not belong to Eq.~(\ref{eq:f}), but I cannot see how the factors of two propagate. I also don't see why the tanh has the lowest energy, since solving the Euler--Lagrange equation shows only that it is stationary. And $b$ is not given. Is something missing?

\section*{Answer}

Nothing is missing, because $P_0$ fixes $b$. Your suspicion about the factors is right: the coefficient called ``quadratic'' has no definite meaning until the density is written down. I use Eq.~(\ref{eq:f}) throughout and return to your other density near the end.

\subsection*{What is assumed}

The wall is planar, with normal along $x$, at fixed temperature and without an applied field. The polarization keeps a single axis, which lies in the plane of the wall, and its value $P$ depends on $x$ alone. The component of the polarization along $x$ is then zero, so its divergence vanishes. There is no bound charge and no depolarizing field, and Eq.~(\ref{eq:f}) needs no electrostatic term. A wall tilted so that the polarization axis no longer lies in its plane carries bound charge, and the result below does not apply to it.

Strain, flexoelectric coupling and a $P^6$ term are left out, and the crystal is treated as a continuum.

\subsection*{The bulk state and the missing coefficient}

In a uniform domain the gradient term vanishes and $f$ is stationary when
\begin{equation}
aP+bP^3=P(a+bP^2)=0 .
\end{equation}
With $a<0$ and $b>0$ the minima are at $P=\pm P_0$, where
\begin{equation}
P_0^2=\frac{|a|}{b}\quad\Longrightarrow\quad b=\frac{|a|}{P_0^2}.
\label{eq:b}
\end{equation}
For your data,
\begin{equation}
b=\frac{4\times10^{8}}{0.49}=8.16\times10^{8}\ \mathrm{J\,m^5/C^4}.
\end{equation}

The units follow from requiring each term of $f$ to be in J/m$^3$. Since $P^2$ is in C$^2$/m$^4$, $a$ is in J\,m/C$^2$. Since $(dP/dx)^2$ is in C$^2$/m$^6$, $g$ is in J\,m$^3$/C$^2$. The ratio $g/|a|$ is therefore a length squared, which already tells you that the wall length is a number times $\sqrt{g/|a|}$. The number is what the prefactors decide.

\subsection*{The energy that belongs to the wall}

The integral of $f$ over all $x$ diverges, because the domains themselves have a non-zero energy density. The wall energy is the excess over a uniform domain. Putting $a=-bP_0^2$ into the local terms gives
\begin{equation}
\frac a2P^2+\frac b4P^4=\frac b4\left(P^4-2P_0^2P^2\right),
\end{equation}
whose value at $P=\pm P_0$ is $-bP_0^4/4$. Subtracting this value means adding $bP_0^4/4$:
\begin{equation}
\Delta f(P)=\frac b4\left(P^4-2P_0^2P^2+P_0^4\right)
=\frac b4\left(P_0^2-P^2\right)^2 .
\label{eq:df}
\end{equation}
This is never negative and vanishes only in the two domain states. At $P=0$, which the wall must cross, it equals
\begin{equation}
\Delta f(0)=\frac{bP_0^4}{4}=\frac{|a|P_0^2}{4}
=\frac{4\times10^{8}\times0.49}{4}=4.9\times10^{7}\ \mathrm{J/m^3}.
\end{equation}
The energy per unit area of a profile $P(x)$ is thus
\begin{equation}
E[P]=\int_{-\infty}^{\infty}\left[\frac g2P'^2+\frac b4\left(P_0^2-P^2\right)^2\right]dx,
\qquad P(\pm\infty)=\pm P_0 ,
\label{eq:E}
\end{equation}
with $P'=dP/dx$.

\subsection*{Why the tanh is the minimum}

Both terms in Eq.~(\ref{eq:E}) are squares, so combine them into one. Expanding,
\begin{align}
&\frac12\left[\sqrt g\,P'-\sqrt{\frac b2}\left(P_0^2-P^2\right)\right]^2 \nonumber\\
&\qquad=\frac g2P'^2+\frac b4\left(P_0^2-P^2\right)^2
-\sqrt{\frac{gb}{2}}\left(P_0^2-P^2\right)P' .
\end{align}
The first two terms on the right are the integrand of $E$. Moving the third to the other side and integrating gives
\begin{align}
E[P]={}&\frac12\int_{-\infty}^{\infty}\left[\sqrt g\,P'-\sqrt{\frac b2}\left(P_0^2-P^2\right)\right]^2dx \nonumber\\
&+\sqrt{\frac{gb}{2}}\int_{-\infty}^{\infty}\left(P_0^2-P^2\right)P'\,dx .
\label{eq:square}
\end{align}
The last integrand is the derivative of $P_0^2P-P^3/3$, so its integral depends only on the end values:
\begin{equation}
\left[P_0^2P-\frac{P^3}{3}\right]_{-P_0}^{+P_0}
=2\left(P_0^3-\frac{P_0^3}{3}\right)=\frac43P_0^3 .
\end{equation}
The remaining integral in Eq.~(\ref{eq:square}) cannot be negative. Hence
\begin{equation}
E[P]\ \ge\ \sigma,\qquad \sigma=\frac43P_0^3\sqrt{\frac{gb}{2}} ,
\label{eq:bound}
\end{equation}
for every one-component profile joining the two domains, including profiles that are not monotonic. This is the step that the Euler--Lagrange equation alone does not supply.

The bound is reached when the square vanishes at every $x$:
\begin{equation}
P'=k\left(P_0^2-P^2\right),\qquad k=\sqrt{\frac{b}{2g}} .
\label{eq:first}
\end{equation}
The profile passes through zero at some point $x_0$. Separating variables and integrating from there,
\begin{equation}
\int_0^{P}\frac{dp}{P_0^2-p^2}=\frac1{P_0}\,\mathrm{artanh}\frac P{P_0}=k(x-x_0),
\end{equation}
so that
\begin{equation}
P(x)=P_0\tanh\frac{x-x_0}{\delta},\qquad
\delta=\frac1{kP_0}=\sqrt{\frac{2g}{bP_0^2}}=\sqrt{\frac{2g}{|a|}} .
\label{eq:delta}
\end{equation}
The position $x_0$ stays free, because a continuum has no preferred place for the wall.

To see that this agrees with the equation you started from, differentiate Eq.~(\ref{eq:first}) once:
\begin{equation}
P''=-2kPP'=-2k^2P\left(P_0^2-P^2\right)=-\frac bg\,P\left(P_0^2-P^2\right).
\end{equation}
Multiplying by $g$ and using $-bP_0^2=a$ gives $gP''=aP+bP^3$, the Euler--Lagrange equation of Eq.~(\ref{eq:f}).

Finally, eliminate $b$ from Eq.~(\ref{eq:bound}). Since $\sqrt b=\sqrt{|a|}/P_0$,
\begin{equation}
\sigma=\frac{4}{3\sqrt2}P_0^2\sqrt{g|a|}=\frac{2\sqrt2}{3}P_0^2\sqrt{g|a|}
=\frac{4gP_0^2}{3\delta} .
\label{eq:sigma}
\end{equation}
The last form follows from $g/\delta=\sqrt{g|a|/2}$.

\subsection*{The numbers}

The length is
\begin{equation}
\delta=\sqrt{\frac{2\times10^{-10}}{4\times10^{8}}}\ \mathrm m
=\sqrt{5\times10^{-19}}\ \mathrm m=7.1\times10^{-10}\ \mathrm m=0.71\ \mathrm{nm}.
\end{equation}
For the energy, $g|a|=0.04\ \mathrm{J^2\,m^4/C^4}$, whose square root is $0.2\ \mathrm{J\,m^2/C^2}$. Then
\begin{equation}
\sigma=0.943\times0.49\times0.2\ \mathrm{J/m^2}=0.092\ \mathrm{J/m^2}=92\ \mathrm{mJ/m^2}.
\end{equation}

Note that $\delta$ is not the full width of the wall. At a distance $\delta$ from the centre the polarization is $P_0\tanh1=0.53\ \mathrm{C/m^2}$, or 76\% of its bulk value. The region between $-76\%$ and $+76\%$ is $2\delta=1.4$ nm wide. When you compare with a quoted ``wall width'', check which of the two is meant.

\subsection*{What sets the width}

Take a tanh of arbitrary length $w$ and compute its energy. With $u=x/w$ and $\int_{-\infty}^{\infty}\mathrm{sech}^4u\,du=4/3$, the two parts are
\begin{align}
\frac g2\int P'^2dx&=\frac g2\,\frac{P_0^2}{w}\,\frac43=\frac{2gP_0^2}{3w}=\frac\sigma2\,\frac\delta w ,\\
\int\Delta f\,dx&=\frac b4P_0^4\,w\,\frac43=\frac{|a|P_0^2w}{3}=\frac\sigma2\,\frac w\delta .
\end{align}
The last step in each line uses $\sigma=4gP_0^2/(3\delta)$, and the second also uses $|a|=2g/\delta^2$. Therefore
\begin{equation}
E(w)=\frac\sigma2\left(\frac\delta w+\frac w\delta\right).
\label{eq:Ew}
\end{equation}
A thin wall pays for its steep gradient, and a thick one for the volume of material held away from the minima of $\Delta f$. The sum is least at $w=\delta$, where each part is $\sigma/2=46\ \mathrm{mJ/m^2}$.

The minimum is shallow. A length of 0.5 nm or of 1.0 nm gives 98 mJ/m$^2$, about 6\% above $\sigma$. The two values coincide because Eq.~(\ref{eq:Ew}) is unchanged by $w\to\delta^2/w$, and here $\delta^2=0.5\ \mathrm{nm}^2$. So a modest error in the length does little harm to the energy, provided the energy is evaluated with the right functional.

The bound was also tested on other shapes. An error-function profile, $P_0\,\mathrm{erf}(x/0.8\ \mathrm{nm})$, costs 92.8 mJ/m$^2$, against 92.4 mJ/m$^2$ for the tanh. The profile $P_0\left[\tanh(s/0.7)+0.8\,s\,e^{-s^2}\right]$ with $s=x/(1\ \mathrm{nm})$, which overshoots $\pm P_0$ by about 19\% on both sides, costs 133 mJ/m$^2$. In both cases the excess over $\sigma$ agrees with the integral of the square in Eq.~(\ref{eq:square}). A discretized wall relaxed from a straight ramp, with no tanh put in, settles at the same length and energy as Eqs.~(\ref{eq:delta}) and (\ref{eq:sigma}): on a grid of step 0.005 nm it gives 0.7071 nm and 92.40 mJ/m$^2$.

\subsection*{Where your 0.50 nm and 131 mJ/m$^2$ came from}

Write the density with general prefactors, $AP^2+BP^4+G\,P'^2$. Comparison with Eq.~(\ref{eq:f}) gives $a=2A$ and $g=2G$. Substituting these,
\begin{equation}
\delta=\sqrt{\frac{2G}{|A|}},\qquad
\sigma=\frac{2\sqrt2}{3}P_0^2\sqrt{4G|A|}=\frac{4\sqrt2}{3}P_0^2\sqrt{G|A|} .
\end{equation}
Keep $P_0=0.7\ \mathrm{C/m^2}$ and insert the same two numbers $a$ and $g$ in different places:
\begin{itemize}
\item $A=a/2$, $G=g/2$, which is your exercise: 0.71 nm and 92 mJ/m$^2$.
\item $A=a$, $G=g/2$, which is the density in your notes: 0.50 nm and 131 mJ/m$^2$.
\item $A=a/2$, $G=g$: 1.00 nm and 131 mJ/m$^2$.
\item $A=a$, $G=g$: 0.71 nm and 185 mJ/m$^2$.
\end{itemize}
The length depends on the ratio $G/|A|$ and the energy on the product $G|A|$. In the last case both coefficients are doubled, so the length is unchanged while the energy doubles. Agreement in the length alone therefore does not show that the convention is right.

\subsection*{Near the transition, and with other local energies}

In the exercise $P_0$ is given. Suppose instead that the temperature is varied in the mean-field model, and assume that $b>0$ and $g$ stay fixed while $a$ goes to zero from below at a continuous transition. Then $P_0^2=|a|/b$ changes too, and
\begin{equation}
\delta=\sqrt{2g}\,|a|^{-1/2},\qquad
\sigma=\frac{2\sqrt2}{3}\,\frac{\sqrt g}{b}\,|a|^{3/2} .
\end{equation}
The wall broadens without limit and its energy goes to zero. The continuum description improves as the wall broadens, although close enough to the transition fluctuations may invalidate mean-field theory itself.

If the local energy is not quartic, for instance because a $P^6$ term matters, the same argument still works. For any $\Delta f(P)\ge0$ that vanishes only at $\pm P_0$,
\begin{equation}
\frac g2P'^2+\Delta f=\frac12\left[\sqrt g\,P'-\sqrt{2\Delta f}\right]^2+\sqrt{2g\,\Delta f}\;P' ,
\end{equation}
and the minimum energy is
\begin{equation}
\sigma=\int_{-P_0}^{P_0}\sqrt{2g\,\Delta f(P)}\,dP .
\end{equation}
Inserting Eq.~(\ref{eq:df}) returns Eq.~(\ref{eq:bound}). For another $\Delta f$ the profile follows from $\sqrt g\,P'=\sqrt{2\Delta f}$ and is in general not a tanh.

\subsection*{How far to trust the result}

The two quoted digits are digits of the model. A perovskite unit cell is roughly 0.4 nm across, so in such a crystal a wall with $2\delta=1.4$ nm would span only three or four cells. The polarization then changes appreciably from one cell to the next, and keeping just the lowest gradient term is not justified by a small parameter. The lattice would also make the energy depend on $x_0$, an effect that is absent here. For a wall this thin, treat 0.71 nm and 92 mJ/m$^2$ as continuum estimates.

The minimum was also taken among profiles with one polarization component. If a second component can develop inside the wall, the polarization may rotate instead of passing through zero, and the energy may then fall below $\sigma$. The bound in Eq.~(\ref{eq:bound}) does not exclude this, because the extra component is not in Eq.~(\ref{eq:f}).

\section*{Computed results}
\begin{verbatim}
INPUTS
gradient coefficient g = 1.0e-10 J m^3/C^2
quadratic coefficient a = -4.0e+08 J m/C^2
bulk polarization P0 = 0.70 C/m^2
FORMULAS
quartic coefficient b = 8.1633e+08 J m^5/C^4
barrier |a| P0^2/4 = 4.900e+07 J/m^3
tanh length delta = 7.0711e-10 m = 0.7071 nm
full width 2 delta = 1.414 nm
P at x = delta: 0.5331 C/m^2
P(delta)/P0 = 0.7616
wall energy sigma = 0.09240 J/m^2 = 92.40 mJ/m^2
half of sigma = 46.20 mJ/m^2
RELAXED WALL, STARTED FROM A STRAIGHT RAMP
grid step = 0.0050 nm, cell length = 20 nm
length from central slope = 0.7071 nm
energy = 92.40 mJ/m^2
gradient part = 46.20 mJ/m^2
local part = 46.20 mJ/m^2
largest deviation from tanh, over P0 = 2.8e-06
TRIAL PROFILES
error function, length 0.8 nm: energy = 92.78 mJ/m^2
overshooting profile: energy = 133.05 mJ/m^2
tanh of length 0.5 nm: energy = 98.00 mJ/m^2
tanh of length 1.0 nm: energy = 98.00 mJ/m^2
tanh of length 1.5 nm: energy = 119.78 mJ/m^2
PREFACTORS OF P^2 AND (dP/dx)^2, RELAXED WALLS
a/2 and g/2: length = 0.707 nm, energy = 92.4 mJ/m^2
a and g: length = 0.707 nm, energy = 184.8 mJ/m^2
a and g/2: length = 0.500 nm, energy = 130.7 mJ/m^2
a/2 and g: length = 1.000 nm, energy = 130.7 mJ/m^2
\end{verbatim}
